# Drift Speed and Fermi-Sphere Shift in a Copper Wire

## A slow current and a fast signal

A copper wire carries one ampere through each square millimetre of its cross-section. When the switch is closed, a lamp a metre away responds at once, as far as the eye can tell. Yet the conduction electrons advance along the wire by less than a tenth of a millimetre per second, and between collisions an electron near the Fermi surface moves at a speed of the order of a thousand kilometres per second.

These three speeds describe three different things: the mean motion of all the electrons, the motion of one electron, and the motion of an electromagnetic disturbance. The mean motion also fixes how far the current displaces the Fermi sphere. That displacement is the small quantity of the analysis below, and its smallness has to be judged against two scales, the radius of the sphere and the thermal width of its edge.

## The model and the drift speed

Copper is treated as a free-electron gas with one conduction electron per atom and the free-electron mass. The algebra uses atomic units, \(\hbar=m=e=1\), so that velocity and wave vector are equal, \(\mathbf v=\mathbf k\). Numbers are in eV, Å and fs. The \(x\) axis points along the electron drift, opposite to the conventional current, and \(j\) and \(E\) denote magnitudes.

The face-centred cubic cell of edge \(a\) holds four atoms, so \(n=4/a^3\). In a time \(t\), the electrons that cross an area \(A\) through their mean motion fill a volume \(Av_dt\). The charge crossing is \(nAv_dt\), and division by \(At\) gives

\[
j=nv_d,\qquad v_d=\frac{j}{n}.
\]

With the rough value \(a=3.6\) Å,

\[
n=\frac{4}{(3.6)^3}=0.0857\ \text{Å}^{-3}.
\]

One ampere is \(6.242\times10^{18}\) electrons per second, one square millimetre is \(10^{14}\) Å\(^2\), and one second is \(10^{15}\) fs. The current density is therefore \(6.242\times10^{-11}\) electrons per Å\(^2\) per fs, and

\[
v_d=\frac{6.242\times10^{-11}}{0.0857}
=7.3\times10^{-10}\ \text{Å/fs}=0.073\ \text{mm/s}.
\]

Since \(v_d\propto a^3\), an error of 0.05 Å in \(a\) changes this result by about 4%. The mass and the collision rate do not enter.

## The Fermi speed

In a box of volume \(V\), each allowed wave vector occupies a volume \((2\pi)^3/V\) and holds two electrons of opposite spin. Filling a sphere of radius \(k_F\) gives

\[
n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},
\qquad k_F=(3\pi^2n)^{1/3}.
\]

The Fermi speed and energy are \(v_F=k_F\) and \(E_F=k_F^2/2\). For the density above, \(k_F=1.36\) Å\(^{-1}\), \(E_F=7.1\) eV and

\[
v_F=15.8\ \text{Å/fs}=1.6\times10^6\ \text{m/s}.
\]

Hence \(v_d/v_F=4.6\times10^{-11}\). Without a field, the velocities in opposite directions cancel in the average. The drift is the small remainder left when a field disturbs this cancellation.

## The steady state in a field

Let \(f(\mathbf k)\) be the mean occupation of a state and \(f_0\) the Fermi function at the lattice temperature. The field pushes electrons towards larger \(k_x\) at the rate \(E\). Collisions are described by one relaxation time \(\tau\), the same for all states, which returns \(f\) to \(f_0\):

\[
\frac{\partial f}{\partial t}+E\frac{\partial f}{\partial k_x}
=-\frac{f-f_0}{\tau}.
\]

In the steady state the time derivative vanishes. With \(\delta=E\tau\), multiplication by \(\tau\) leaves

\[
\delta\,\frac{\partial f}{\partial k_x}=f_0-f. \tag{1}
\]

Integrating (1) over all \(\mathbf k\) makes the left side zero, because \(f\) vanishes at large \(|k_x|\). So \(f\) and \(f_0\) contain the same number of electrons. Next, multiply (1) by \(k_x\) and integrate. On the left, integration by parts gives

\[
\delta\int k_x\frac{\partial f}{\partial k_x}\,d^3k
=-\delta\int f\,d^3k .
\]

On the right, the \(f_0\) term vanishes by symmetry, leaving \(-\int k_xf\,d^3k\). The minus signs cancel, and

\[
\langle k_x\rangle=\frac{\int k_xf\,d^3k}{\int f\,d^3k}=\delta .
\]

Because \(v_x=k_x\), the mean velocity is \(v_d=\delta=E\tau\). The resistivity follows:

\[
\rho=\frac{E}{j}=\frac{E}{nE\tau}=\frac{1}{n\tau}.
\]

No expansion in \(E\) was needed, so Ohm's law holds in this model for any field, provided \(\tau\) and the parabolic band stay unchanged. At given \(j\), the shift \(\delta=j/n\) is also independent of \(\tau\): a purer metal reaches the same shift with a weaker field.

## Leading order and first correction

The mean shift is known, but the shape of \(f\) is not. Write (1) as \(f=f_0-\delta\,\partial_xf\), where \(\partial_x=\partial/\partial k_x\), and insert this expression repeatedly into its own right side:

\[
f=f_0-\delta\,\partial_xf_0+\delta^2\,\partial_x^2f_0-\cdots. \tag{2}
\]

The leading term is the equilibrium distribution and carries no current. The first correction carries all of it. The next term carries none, since two integrations by parts turn \(\int k_x\partial_x^2f_0\,d^3k\) into zero. Series (2) is asymptotic: it lacks the factors \(1/n!\) of a Taylor series, so its terms eventually grow, but the first few are accurate when the shift is small compared with the thermal width of the edge.

A rigidly shifted Fermi distribution has the Taylor series

\[
f_0(\mathbf k-\delta\hat{\mathbf x})
=f_0-\delta\,\partial_xf_0+\frac{\delta^2}{2}\,\partial_x^2f_0-\cdots. \tag{3}
\]

Series (2) and (3) agree through first order and differ by \(\tfrac12\delta^2\partial_x^2f_0\) at second order. The "shifted Fermi sphere" is thus a first-order picture of the shape, although the mean shift \(\delta\) holds beyond first order.

The reason for the difference is visible in the full solution of (1),

\[
f(\mathbf k)=\int_0^\infty e^{-u}f_0(\mathbf k-u\delta\hat{\mathbf x})\,du. \tag{4}
\]

To verify it, note that \(\delta\,\partial_xf_0(\mathbf k-u\delta\hat{\mathbf x})=-\partial_uf_0(\mathbf k-u\delta\hat{\mathbf x})\). Integration by parts over \(u\) then gives \(\delta\,\partial_xf=f_0-f\), as required. Here \(u\tau\) is the time since an electron's last collision. Electrons have been accelerated for different times, so their shifts \(u\delta\) are spread around the mean \(\delta\).

## Which ratio must be small?

The first comparison is with the radius of the sphere:

\[
\frac{\delta}{k_F}=\frac{v_d}{v_F}=4.6\times10^{-11}.
\]

In absolute terms \(\delta=6.3\times10^{-11}\) Å\(^{-1}\).

A wave vector cannot be compared directly with the energy \(kT\), where \(k\) is Boltzmann's constant. The matching quantity is the energy gained when a state at the front of the sphere moves outward by \(\delta\):

\[
\frac{(k_F+\delta)^2}{2}-\frac{k_F^2}{2}
=k_F\delta+\frac{\delta^2}{2}
=\Delta\left(1+\frac{\delta}{2k_F}\right),
\qquad \Delta=v_F\delta .
\]

The correction in the bracket is about \(2\times10^{-11}\) and can be dropped. Since \(v_F\delta=v_F^2(v_d/v_F)\) and \(v_F^2=2E_F\),

\[
\Delta=2E_F\frac{v_d}{v_F}
=2(7.09\ \text{eV})(4.61\times10^{-11})
=6.5\times10^{-10}\ \text{eV}.
\]

At 300 K, \(kT=0.02585\) eV, so

\[
\frac{\Delta}{kT}=\frac{2E_F}{kT}\,\frac{\delta}{k_F}
=(548.5)(4.61\times10^{-11})=2.5\times10^{-8}.
\]

This ratio is some 550 times larger than \(\delta/k_F\), because the thermal edge is much thinner than the sphere. It is also the ratio that controls expansion (2). With \(\varepsilon=k_x^2/2+\cdots\), the chain rule gives \(\partial_xf_0=k_x\,df_0/d\varepsilon\), and the Fermi function obeys \(df_0/d\varepsilon=-f_0(1-f_0)/kT\). Near the Fermi surface, at angle \(\theta\) from the drift, \(k_x\approx k_F\cos\theta\), and the first correction is

\[
-\delta\,\partial_xf_0\approx\frac{\Delta\cos\theta}{kT}\,f_0(1-f_0).
\]

The product \(f_0(1-f_0)\) is largest at \(f_0=1/2\), where it equals \(1/4\). The largest change of occupation is therefore

\[
\frac{\Delta}{4kT}=6.3\times10^{-9}.
\]

Each further derivative at the edge brings another factor of order \(k_F/kT\), so the next term is \((\Delta\cos\theta/kT)^2f_0(1-f_0)(1-2f_0)\) at leading order, except near \(\theta=90^\circ\), where the whole term is much smaller than on the forward axis. The factor \(f_0(1-f_0)(1-2f_0)\) has magnitude at most \(1/(6\sqrt3)\approx0.1\), and \((\Delta/kT)^2\approx6\times10^{-16}\), so this term stays below \(10^{-16}\). At this current density, the difference between the rigid shift and solution (4) is negligible.

## The limit of low temperature

At fixed \(j\), \(\Delta\) stays fixed while \(kT\) falls. The two become equal at

\[
T=(300\ \text{K})(2.5\times10^{-8})\approx8\times10^{-6}\ \text{K}.
\]

Near and below this temperature, the first terms of series (2) no longer approximate \(f\) at the edge, even though \(\delta/k_F\) is as small as before. Solution (4) still applies within the model, which returns the electrons to the lattice temperature through every collision. In a real cold wire, most collisions are with impurities and hardly change an electron's energy, so the current heats the electrons well above this temperature. The limit therefore shows how the model behaves and does not describe a real copper wire. At zero temperature \(f_0\) is a step. On the forward axis, at a distance \(y>0\) outside the old surface, \(f_0(\mathbf k-u\delta\hat{\mathbf x})\) equals one once \(u>y/\delta\), as long as the shifted point has not passed out through the far side of the sphere. That last restriction changes the result by a term of order \(e^{-2k_F/\delta}\), which is dropped:

\[
f=\int_{y/\delta}^{\infty}e^{-u}\,du=e^{-y/\delta}.
\]

The front edge is an exponential tail of length \(\delta\), whereas a rigid shift would give a sharp step at \(y=\delta\). Both contain the same excess, since \(\int_0^\infty e^{-y/\delta}dy=\delta\).

The expansion can also fail through a large current. At 300 K, linear scaling gives \(\Delta=kT\) at \(4\times10^7\) A/mm\(^2\). The heating power per volume, \(\rho j^2\), would then be about \(10^{15}\) times that at 1 A/mm\(^2\), so a wire held at 300 K is no longer a sensible assumption.

## Few fast electrons or many slow ones

The same current can be counted in two ways. In one, all electrons share the mean velocity \(v_d\). In the other, most occupations are unchanged, and a few electrons are moved from the back of the sphere to the front.

For a sharp sphere of unit radius shifted by \(s=\delta/k_F\), the overlap of the old and new spheres consists of two equal caps:

\[
2\pi\int_{s/2}^{1}(1-x^2)\,dx
=\frac{4\pi}{3}-\pi s+\frac{\pi s^3}{12}.
\]

Subtracting this from \(4\pi/3\) and dividing by \(4\pi/3\) gives the moved fraction,

\[
p=\frac34s-\frac{s^3}{16}
=\frac34s\left(1-\frac{s^2}{12}\right).
\]

The average velocity over all electrons rises by \(sv_F=v_d\). Each moved electron must therefore gain, on average,

\[
\frac{sv_F}{p}=\frac43v_F\left(1+\frac{s^2}{12}+\cdots\right).
\]

The coefficients of the \(s^2\) corrections are those of a rigidly shifted sharp sphere, and solution (4) has different ones, but the leading order also holds for the smooth edge at 300 K. With \(k=|\mathbf k|\) in this step, the first correction in (2) is \(\delta\cos\theta\,(-df_0/dk)\). Its integral over the forward hemisphere is \(\pi\delta\int k^2(-df_0/dk)\,dk\approx\pi k_F^2\delta\), and division by \(4\pi k_F^3/3\) again gives \(\tfrac34s\). There the moved electrons appear as tiny changes of occupation spread over the thermal edge. At leading order \(p=\tfrac34(4.61\times10^{-11})=3.5\times10^{-11}\). A very small fraction of the electrons, gaining on average a velocity of \(\tfrac43v_F\), accounts for the whole current.

## A shift smaller than the level spacing

In an ideal wire of length \(L=1\) m with periodic ends, neighbouring values of \(k_x\) differ by \(2\pi/L=6.3\times10^{-10}\) Å\(^{-1}\). The shift \(\delta\) is one tenth of that. It cannot mean that every electron has moved to a neighbouring level.

What changes is the mean occupation of the levels. The thermal edge has a width of about \(kT/v_F=2.5\times10^{-3}\) Å\(^{-1}\) and spans some four million levels. Over such a smooth edge, the sum over levels is well approximated by the integral used above, and the mean wave vector is \(\delta\) although no level lies at that distance from its neighbour. In a real wire the mean free path, found below to be about \(3.8\times10^2\) Å, is far shorter than \(L\). Collisions then broaden each level over millions of spacings, and the individual levels are not resolved.

## What the resistivity adds

The rough resistivity \(1.7\times10^{-8}\) Ω m gives a field \(E=\rho j=1.7\times10^{-12}\) V/Å. From \(\rho=1/(n\tau)\) one finds \(\tau=24\) fs, and the mean free path is

\[
\ell=v_F\tau=(15.79\ \text{Å/fs})(24.3\ \text{fs})\approx3.8\times10^2\ \text{Å}.
\]

Since \(\delta=E\tau\), the energy shift is \(\Delta=v_FE\tau=E\ell\). It is the energy an electron gains from the field when it travels one mean free path along the force:

\[
(1.7\times10^{-12}\ \text{V/Å})(3.8\times10^2\ \text{Å})
\;\rightarrow\;6.5\times10^{-10}\ \text{eV}.
\]

At given current density this energy does not depend on \(\tau\): a longer mean free path goes with a proportionally weaker field, and \(\Delta=v_Fj/n\) is small because \(n\) is so large that a tiny drift carries the current. The product \(k_F\ell\approx5\times10^2\) is much larger than one, as the description by electrons with a definite wave vector between collisions requires. The thermal edge is a finer scale. The uncertainty of the wave vector, \(1/\ell=2.6\times10^{-3}\) Å\(^{-1}\), is as large as the thermal width \(kT/v_F\); in energy, \(\hbar/\tau=0.027\) eV stands against \(kT=0.026\) eV. In real copper at 300 K, collisions therefore blur the edge about as much as temperature does. The detailed shape of \(f\) at the edge and the value \(\Delta/4kT\) are results of the model and give only the order of magnitude for the real metal, while the drift speed \(j/n\) does not depend on this blurring.

## The signal speed

The switch is felt at the lamp through the electromagnetic field around the conductors. Take a coaxial line with inner radius \(r_1\), outer radius \(r_2\) and a uniform non-magnetic filling of relative permittivity \(\epsilon_r\). Conductor resistance and fields inside the metal are neglected. In atomic units with \(4\pi\epsilon_0=1\) and \(\mu_0=4\pi/c^2\), a charge \(\lambda\) per length produces the electric field \(2\lambda/(\epsilon_rr)\), and a current \(I\) produces the magnetic field \(2I/(c^2r)\). Integrating each from \(r_1\) to \(r_2\) gives the voltage and the magnetic flux per length, hence the capacitance and inductance per length:

\[
C'=\frac{\epsilon_r}{2\ln(r_2/r_1)},\qquad
L'=\frac{2}{c^2}\ln\frac{r_2}{r_1}.
\]

Induction and charge conservation require

\[
\frac{\partial U}{\partial x}=-L'\frac{\partial I}{\partial t},\qquad
\frac{\partial I}{\partial x}=-C'\frac{\partial U}{\partial t},
\]

where \(U\) is the voltage. Differentiating the first with respect to \(x\) and inserting the second gives \(\partial_x^2U=L'C'\,\partial_t^2U\), a wave equation with speed

\[
v_s=\frac{1}{\sqrt{L'C'}}=\frac{c}{\sqrt{\epsilon_r}}.
\]

The radii cancel. For a chosen \(\epsilon_r=2.25\), the speed is \(c/1.5\), or

\[
v_s=2.0\times10^3\ \text{Å/fs}=2.0\times10^8\ \text{m/s}.
\]

The signal covers one metre in \(5.0\times10^{-9}\) s, while the drift takes \(1.4\times10^4\) s. The ratios are \(v_d/v_s=3.6\times10^{-13}\) and \(v_F/v_s=7.9\times10^{-3}\). In a real line, resistance weakens and distorts the pulse.

The values of \(v_F\) and \(\delta\) rest on the free-electron mass. If the mass were \(m^*\) times larger, the Fermi speed would be \(v_F=k_F/m^*\) and the shift \(\delta=m^*v_d\), so \(\Delta=v_F\delta=k_Fv_d\) would stay the same at given \(j\). Copper's real Fermi surface is not a sphere, and on it both \(v_F\) and \(\Delta\) vary from place to place. The drift speed, defined as \(j/n\), depends only on the current density and the number of conduction electrons per volume.

Numerical values quoted here were computed with a short program.
